# Trilinear mode coupling from eight signed energies

## Definitions and conventions

Let $E(Q_1,Q_2,Q_3)$ be the energy of one crystal cell as a function of three mode amplitudes measured from a chosen reference structure. Atomic displacements are linear in the amplitudes, and all other coordinates, including the lattice constant, are clamped unless stated otherwise. The algebra uses atomic units; numerical values are in eV and Å, per 12-atom cell.

The wanted coefficient is

$$\gamma=\left.\frac{\partial^3E}{\partial Q_1\partial Q_2\partial Q_3}\right|_0 .$$

In a power series $E=\sum c_{ijk}Q_1^iQ_2^jQ_3^k$ this is $\gamma=c_{111}$, with no factorial. Rescaling the amplitudes by $Q_i=N_iQ_i'$ changes the coefficient to $\gamma'=N_1N_2N_3\gamma$, so a value of $\gamma$ needs its mode normalization beside it. Reversing one mode pattern reverses the sign of $\gamma$.

For nonzero step amplitudes $h_i$ and signs $s_i=\pm1$, the estimator is

$$G(h)=\frac{1}{8h_1h_2h_3}\sum_{s_1,s_2,s_3}s_1s_2s_3\,E(s_1h_1,s_2h_2,s_3h_3). \tag{1}$$

## Cancellation and leading error

Insert one monomial into the sum. It factorizes:

$$\sum_s s_1s_2s_3\,(s_1h_1)^i(s_2h_2)^j(s_3h_3)^k
=h_1^ih_2^jh_3^k\,S_iS_jS_k,$$

$$S_n=\sum_{s=\pm1}s^{n+1}=1+(-1)^{n+1}.$$

Thus $S_n=2$ for odd $n$ and $S_n=0$ for even $n$, including $n=0$. One even exponent is enough to remove the monomial. If all three are odd, the factor $2^3=8$ cancels the 8 in (1), leaving

$$G(h)=\sum_{i,j,k\ \rm odd}c_{ijk}\,h_1^{i-1}h_2^{j-1}h_3^{k-1}.$$

The lowest terms are

$$G=\gamma+c_{311}h_1^2+c_{131}h_2^2+c_{113}h_3^2+O(h^4). \tag{2}$$

The error is quadratic unless this particular combination vanishes, in which case it is of higher order. No linear or cubic error occurs, because an odd exponent minus one is even.

The cancellation does not need a power series. If $E$ is even in $Q_1$, the terms with $s_1=1$ and $s_1=-1$ in (1) have equal energies and opposite weights. The same holds for the other amplitudes. Smoothness is needed for the error estimate, not for this cancellation.

The weights are also unique. On the eight sign points there are eight products $s_1^{p_1}s_2^{p_2}s_3^{p_3}$ with $p_i=0$ or 1. Two different products are orthogonal, since their product contains at least one unpaired sign and sums to zero. Weights that remove seven of them must therefore be proportional to the eighth, $s_1s_2s_3$. None of these weights is zero, so no point can be dropped unless symmetry relates the energies.

## Error bound without a power series

Write $g=\partial_1\partial_2\partial_3E$. Integrating $g$ over $q_1$ from $-h_1$ to $h_1$ gives the difference of $\partial_2\partial_3E$ at the two ends, which is a sum over $s_1$ with weight $s_1$. Repeating this for $q_2$ and $q_3$ gives

$$G(h)=\frac{1}{8h_1h_2h_3}\int_{-h_1}^{h_1}\!\!dq_1\int_{-h_2}^{h_2}\!\!dq_2\int_{-h_3}^{h_3}\!\!dq_3\;g(q_1,q_2,q_3), \tag{3}$$

with positive $h_i$. The estimator is the mean third derivative over the box whose corners are sampled.

To bound its difference from $g(0,0,0)$, change one variable at a time:

$$\begin{aligned}
G-\gamma={}&\langle g(q_1,q_2,q_3)-g(0,q_2,q_3)\rangle\\
&+\langle g(0,q_2,q_3)-g(0,0,q_3)\rangle\\
&+\langle g(0,0,q_3)-g(0,0,0)\rangle .
\end{aligned}$$

Angle brackets are box means. In the first line, Taylor's theorem in $q_1$ gives a linear term, whose mean vanishes, and a remainder no larger than $q_1^2M_1/2$, where $M_1=\max|\partial_1^2g|$ in the box. Since $\langle q_1^2\rangle=h_1^2/3$, this line contributes at most $h_1^2M_1/6$. The other lines follow in the same way:

$$|G-\gamma|\le\tfrac16\left(h_1^2M_1+h_2^2M_2+h_3^2M_3\right). \tag{4}$$

This requires continuous $g$ and $\partial_i^2g$ throughout the box. It agrees with (2), because $\partial_1^2g(0)=6c_{311}$.

## Algorithm and cost

```
input: energy function E, reference R, mode patterns,
       steps h1, h2, h3
function G(h1, h2, h3):
    total = 0
    for each s1, s2, s3 in {+1, -1}:
        build R + s1*h1*mode1 + s2*h2*mode2 + s3*h3*mode3
        total += s1*s2*s3 * E(structure)
    return total / (8*h1*h2*h3)

g1 = G(h1, h2, h3)
g2 = G(h1/2, h2/2, h3/2)
g4 = G(h1/4, h2/4, h3/4)
report g1, g2, g4
report (g1-g2)/(g2-g4)      # near 4 in the quadratic regime
report (4*g2-g1)/3         # removes the quadratic error
```

One amplitude set costs eight energies. The combination in the last line removes the quadratic term. For a common step $h$, write $G(h)=\gamma+Ah^2+Dh^4+\dots$. Then

$$\frac{4G(h/2)-G(h)}3
=\gamma+\frac{(1-1)Ah^2+(1/4-1)Dh^4}{3}+\dots
=\gamma-\frac{D h^4}{4}+\dots .$$

If accurate forces are available, four calculations suffice. With the generalized force $F_1=-\partial E/\partial Q_1$ evaluated at $Q_1=0$,

$$-\frac{1}{4h_2h_3}\sum_{s_2,s_3}s_2s_3F_1(0,s_2h_2,s_3h_3)
=\gamma+c_{131}h_2^2+c_{113}h_3^2+O(h^4).$$

Setting $Q_1=0$ after differentiation leaves the terms $c_{1jk}Q_2^jQ_3^k$, and the four signs then select odd $j$ and $k$.

## Choosing the amplitude

Suppose each energy has an error no larger than $\varepsilon$. Eight such errors can add, so the error in $G$ is at most $8\varepsilon/(8|h_1h_2h_3|)=\varepsilon/|h_1h_2h_3|$. For independent errors of standard deviation $\sigma$, variances add and the standard deviation of $G$ is

$$\frac{\sqrt8\,\sigma}{8|h_1h_2h_3|}=\frac{\sigma}{\sqrt8\,|h_1h_2h_3|}.$$

Small steps therefore amplify energy errors. For equal steps and $C=|c_{311}+c_{131}+c_{113}|$, the leading total bound is $Ch^2+\varepsilon/h^3$. Setting its derivative to zero gives $2Ch=3\varepsilon/h^4$, hence

$$h_{\rm best}=\left(\frac{3\varepsilon}{2C}\right)^{1/5}. \tag{5}$$

At this point $\varepsilon/h^3=2Ch^2/3$, so the total is $5Ch^2/3$.

The combined formula permits a larger $h$, because its quadratic error is removed, but at the same $h$ it amplifies energy errors more. The energies at $h/2$ contribute up to $4\times8\varepsilon/h^3$ and those at $h$ up to $\varepsilon/h^3$. After division by 3 the bound is $11\varepsilon/h^3$.

Subtracting a common reference energy does not change $G$, because the weights sum to zero. Nor does it restore digits already lost in the energies.

## Fluorite example

The example is a rigid-ion model of a cubic fluorite cell with lattice constant $a=5.10$ Å and charges $+4e$ on Hf and $-2e$ on O. Each Hf–O pair repels as $B e^{-r/\rho}$ with $\rho=0.35$ Å. Zero stress fixes $B=1405.6$ eV. Electrostatic energies are Ewald sums at zero macroscopic field. Electronic polarization, covalency and O–O repulsion are omitted.

Label the eight oxygens by $i,j,k=0,1$, at positions $a(\tfrac14+\tfrac i2,\tfrac14+\tfrac j2,\tfrac14+\tfrac k2)$. Hf ions stay fixed and each oxygen moves by

$$\mathbf u_{ijk}=\left(Q_1,\;(-1)^kQ_2,\;(-1)^{i+j}Q_3\right).$$

These are a polar, an antipolar and a tetragonal pattern. Each amplitude is the displacement of every oxygen along one axis.

**Symmetry.** Translation by $(a/2,0,a/2)$ changes the parity of $i$ and $k$, and so reverses $Q_2$ and $Q_3$. Reflection of $x$ in a plane through Hf reverses $u_x$ and changes the parity of $i$, and so reverses $Q_1$ and $Q_3$. Together these operations reverse any pair of amplitudes. The eight energies then have two values, $E_+$ and $E_-$, set by the product of signs, and (1) becomes

$$G=\frac{4E_+-4E_-}{8h_1h_2h_3}=\frac{E_+-E_-}{2h_1h_2h_3}. \tag{6}$$

At $h=0.10$ Å, measured from the undisplaced cell, $E_+=0.195056$ eV and $E_-=0.501206$ eV. Therefore

$$G=\frac{0.195056-0.501206}{2(0.10)^3}=-153.075\ \text{eV/Å}^3.$$

The negative sign means that, with these patterns, a positive amplitude product has the lower energy. If just two energies are computed, independent errors give a standard deviation $\sigma/(\sqrt2h^3)$, twice that of eight independent calculations.

**Independent value.** All oxygens have the same $x$ displacement, so O–O separations do not depend on $Q_1$. At zero macroscopic field, the mixed derivative therefore comes from the Hf–O energy. Let $\Phi(\mathbf u)$ be the energy of the oxygen with $i=j=k=0$ in the field of all Hf ions. Oxygens with even $i+j+k$ have this function. Those with odd $i+j+k$ have the inverted surroundings, hence $\Phi(-\mathbf u)$.

Differentiation with respect to $Q_2$ and $Q_3$ brings a factor $(-1)^{i+j+k}$. At odd sites the third derivative of $\Phi(-\mathbf u)$ brings another minus sign. All eight contributions are equal:

$$\gamma=8\,\partial_x\partial_y\partial_z\Phi(0).$$

The direct lattice sum gives $\gamma=-149.107$ eV/Å$^3$, or $-0.8120$ hartree/bohr$^3$. It is the sum of a Coulomb part of $+418.540$ and a repulsive part of $-567.647$ eV/Å$^3$.

The same argument gives $c_{311}=(8/6)\partial_x^3\partial_y\partial_z\Phi(0)$. The threefold axis of the oxygen site makes $c_{311}=c_{131}=c_{113}$. For the Coulomb part, $\nabla^2$ of the potential is zero away from the ions, or constant if a uniform background is included, so

$$\partial_x\partial_y\partial_z\nabla^2\Phi_{\rm Coul}=0 .$$

This is a sum of three equal fifth derivatives, so each vanishes. In this model the quadratic error comes from the short-range repulsion. The lattice sum gives $c_{311}=-131.59$ eV/Å$^5$.

**Convergence.** Equation (2) predicts an error $3c_{311}h^2=-394.8\,h^2$, with $h$ in Å. The Ewald energies give:

| $h$ (Å) | $G$ (eV/Å³) | $G-\gamma$ | $3c_{311}h^2$ |
|---|---:|---:|---:|
| 0.20 | −165.230 | −16.123 | −15.79 |
| 0.10 | −153.075 | −3.968 | −3.95 |
| 0.05 | −150.095 | −0.988 | −0.99 |

The observed order between the last two rows is 2.006. Without using the known $\gamma$, the ratio of successive differences is $12.155/2.980=4.08$, close to 4. At 0.10 Å, (4) gives 4.254 eV/Å$^3$ when its maxima are sampled on a grid in the box, against an actual error of 3.968. Combining the last two rows gives

$$\frac{4(-150.095)-(-153.075)}3=-149.102\ \text{eV/Å}^3,$$

which differs from the lattice sum by 0.0051 eV/Å$^3$.

**Energy precision.** For $\varepsilon=10^{-4}$ eV and $C=394.8$ eV/Å$^5$, (5) gives $h_{\rm best}=0.0520$ Å. A direct search using the model energies gives the same value to the printed digits. The total bound there is 1.780 eV/Å$^3$, or 1.2% of $|\gamma|$. For the combined formula with steps 0.10 and 0.05 Å, the energy-error bound is $11\times10^{-4}/10^{-3}=1.1$ eV/Å$^3$ and the remaining step error is far smaller. With this $\varepsilon$ the combination has the lower total bound, at twice the number of energies.

## When two energies fail

Move the reference to $(0.02,0.03,0.04)$ Å and keep $h=0.10$ Å. The symmetry is lost and all eight energies differ:

| Signs, product +1 | $E$ (eV) | Signs, product −1 | $E$ (eV) |
|---|---:|---|---:|
| $+++$ | 0.260966 | $++-$ | 0.627050 |
| $+--$ | 0.263555 | $+-+$ | 0.607914 |
| $-+-$ | 0.222756 | $-++$ | 0.647955 |
| $--+$ | 0.138005 | $---$ | 0.235365 |

The column sums are 0.885282 and 2.118284 eV, so

$$G=\frac{0.885282-2.118284}{8(0.10)^3}=-154.125\ \text{eV/Å}^3.$$

The box mean (3), computed from the lattice-sum derivative, is also $-154.125$. Using just $+++$ and $---$ in (6) gives $+12.801$, with the wrong sign. That difference retains terms of odd total degree, such as the linear forces at the displaced reference, which the eight-point sum removes.

The eight-point result belongs to the displaced reference. Pair-reversal symmetry allows exponents that are all even or all odd. For an offset $d$ along $Q_1$ alone, the leading change of $\gamma$ is therefore

$$\left.\partial_1\partial_2\partial_3(c_{311}Q_1^3Q_2Q_3)\right|_{(d,0,0)}=3c_{311}d^2.$$

For $d=0.02$ Å this is $-0.158$ eV/Å$^3$, in agreement with the computed change of $-0.1578$ at $h=0.02$ Å. Without that symmetry, a term $c_{211}$ would give a linear change $2c_{211}d$.

## Other failure modes

**Relaxed coordinates.** Let $\eta$ be a change of lattice constant, starting from zero stress. To the order needed,

$$E(Q,\eta)=E(Q,0)+\eta F(Q)+\tfrac12K\eta^2,$$

$$F=\sum_i g_iQ_i^2+g_{123}Q_1Q_2Q_3+\dots .$$

Minimization gives $\eta=-F/K$ and adds $-F^2/(2K)$ to the energy. The lowest part of this addition that is odd in all amplitudes is $-(g_{123}/K)Q_1Q_2Q_3\sum_i g_iQ_i^2$. Relaxation thus changes $G$ by $-(g_{123}/K)\sum_i g_ih_i^2$: the limit $\gamma$ is kept, but the quadratic error is not.

The computed changes at 0.02, 0.04 and 0.10 Å are 0.281, 1.125 and 7.137 eV/Å$^3$. The first two have the expected ratio of 4. At 0.10 Å the error changes from $-3.968$ when clamped to $+3.169$ when relaxed, so the two kinds of energy must not be mixed in one sum.

Other coordinates can change $\gamma$ itself. If $F=bQ_1+dQ_2Q_3$, then $-F^2/(2K)$ contains $-(bd/K)Q_1Q_2Q_3$. Clamped and relaxed coefficients can therefore differ. Excluding such a pair for each coordinate separately is not enough, because two coordinates can act together. In scaled units, let $x$ and $y$ add $(x^2+y^2)/2+xQ_1+yQ_2+xyQ_3$ to the energy. To lowest order they relax to $x=-Q_1$ and $y=-Q_2$, and the last term becomes $Q_1Q_2Q_3$.

**Curved displacement paths.** If a structure builder replaces $Q_1$ by $Q_1+\alpha Q_2Q_3$, the harmonic energy $K_1Q_1^2/2$ generates $K_1\alpha Q_1Q_2Q_3$. The estimator includes this false contribution, so displacements must be linear in the amplitudes.

**Electrical boundary conditions.** Let the cell dipole along $x$ be $p=ZQ_1+bQ_2Q_3$, with $Z=-16e$ here. A fixed field $\mathcal E$ adds $-\mathcal Ep$. Each term is even in at least one amplitude, so both cancel from $G$ at clamped amplitudes. At open circuit, for a slab normal to $x$ without electronic screening, the added energy per cell is $2\pi p^2/V$, where $V$ is the cell volume. Expanding the square gives

$$\frac{2\pi}{V}\left(Z^2Q_1^2+2ZbQ_1Q_2Q_3+b^2Q_2^2Q_3^2\right).$$

The first and last terms cancel from $G$; the middle one adds $4\pi Zb/V$. At $Q_1=0.10$ Å the first term is 1.746 eV, much larger than the trilinear energy of about 0.15 eV, yet it does not affect the estimate. An illustrative $b=1\,e$/Å changes $G$ by $-21.826$ eV/Å$^3$, or 15% of $|\gamma|$.

**Nonsmooth energies.** If the electronic calculation reaches different states at different corners, (1) still returns a number, but (2) and (4) lose their basis. A ratio of successive differences far from 4 is a warning. It can also mean that the steps are too large, that energy noise dominates, or that the quadratic coefficient is small.

## Relation to hafnia devices

The lattice constant is in the rough range of hafnia, and $Q_1=0.10$ Å corresponds to 19.3 µC/cm², a plausible scale for ferroelectric films. Other features are less realistic. The bulk modulus of 312 GPa is high, and all three mode curvatures are positive (37.41, 19.22 and 5.05 eV/Å$^2$), whereas first-principles calculations find cubic hafnia unstable to the tetragonal mode. The value of $\gamma$ belongs to the model. Changing the repulsion range to 0.33 Å, with zero stress restored at the same lattice constant, gives $-209.342$ eV/Å$^3$, a 40% increase in magnitude.

Films are also strained and warm. In the model, a 1% increase of the lattice constant with fixed interaction parameters changes $\gamma$ by $+20.416$ eV/Å$^3$, or 14% of its magnitude; biaxial film strain needs its own calculation.

For thermal motion, treat each oxygen as an independent oscillator with a fixed variance $\tau^2$ per axis. Averaging $8\,\partial_x\partial_y\partial_z\Phi$ over a Gaussian adds, to lowest order, $(\tau^2/2)\nabla^2$ of that quantity. Its three second derivatives are each $6c_{311}$, so the change is $9c_{311}\tau^2$. Moving one oxygen per 12-atom cell, together with its periodic images, gives a spring constant of 17.41 eV/Å$^2$. With this spring constant $k$, the oxygen mass $m=16.0$ u and $\omega=\sqrt{k/m}$, the quantum variance is $\tau^2=(\hbar/2m\omega)\coth(\hbar\omega/2k_BT)$. At 300 K this yields $\tau=0.0474$ Å and a change of $-2.659$ eV/Å$^3$ in the averaged third derivative relative to the static lattice, about 2%. Most of it is zero-point motion, which alone gives $\tau=0.0440$ Å and about $-2.3$ eV/Å$^3$; warming from 0 to 300 K adds only about $-0.4$ eV/Å$^3$. The spring constant is not converged with cell size: for a single oxygen in an infinite crystal it is 19.23 eV/Å$^2$, which lowers $\tau$ to 0.0458 Å and the change to about $-2.48$ eV/Å$^3$. This average is not the full thermal change of the trilinear coefficient in the free energy. The mode displacements also change the width of the thermal motion, which contributes at the same order in $\tau^2$. Using the quantum harmonic free energy of the same independent oxygens at 300 K gives a change of about $-0.7$ eV/Å$^3$ with the 12-atom cell, or about $-0.9$ eV/Å$^3$ for single oxygens in an infinite crystal; the zero-point part alone is about $-1.1$ eV/Å$^3$ in both cases. Both estimates omit Hf motion and correlated vibrations, which matter far more in this model. When all atoms vibrate, but identically in every 12-atom cell, the harmonic free energy at 300 K changes $G$ by about $+41$ eV/Å$^3$ at $h=0.03$ Å and $+61$ eV/Å$^3$ at $h=0.06$ Å. These values depend on the step (about $+38$ eV/Å$^3$ at small $h$, and one cell-periodic mode becomes unstable by $h=0.08$ Å), and they greatly overstate the effect because they omit vibrations that differ from cell to cell. Sampling those on shifted $2^3$, $4^3$ and $6^3$ wavevector meshes gives $+3.9$, $+6.3$ and $+6.8$ eV/Å$^3$ at $h=0.03$ Å, nearly independent of the step and still rising slowly with the mesh, so the harmonic change in this model is roughly $+7$ eV/Å$^3$, about 5% of $|\gamma|$. The independent-oxygen estimates therefore establish neither the size nor the sign of the thermal change in a crystal. The numerical output below lists the main computed values, but not the free-energy changes or the values for the single oxygen in an infinite crystal.

## Numbers as computed

```
lattice constant 5.10 A; repulsion range 0.35 A
ionic charges Hf +4 e, O -2 e
repulsion strength from zero stress 1405.6 eV
model bulk modulus 312 GPa
curvature polar Q1 37.41 eV/A^2
curvature antipolar Q2 19.22 eV/A^2
curvature tetragonal Q3 5.05 eV/A^2
gamma, lattice sum -149.107 eV/A^3
gamma in atomic units -0.8120 Ha/bohr^3
gamma, Coulomb part 418.540 eV/A^3
gamma, repulsion part -567.647 eV/A^3
c311 = c131 = c113 -131.59 eV/A^5
G at h=0.20 A: -165.230, error -16.123 eV/A^3
G at h=0.10 A: -153.075, error -3.968 eV/A^3
G at h=0.05 A: -150.095, error -0.988 eV/A^3
observed error order, 0.10 to 0.05 A: 2.006
combined G from 0.10 and 0.05 A: -149.102 eV/A^3
combined error 0.0051 eV/A^3
error bound at 0.10 A, sampled maximum 4.254 eV/A^3
cubic point, h=0.10 A, product +1: 0.195056 eV
cubic point, h=0.10 A, product -1: 0.501206 eV
displaced reference Q = (0.02, 0.03, 0.04) A, h=0.10 A
  signs +1 +1 +1: 0.260966 eV
  signs +1 +1 -1: 0.627050 eV
  signs +1 -1 +1: 0.607914 eV
  signs +1 -1 -1: 0.263555 eV
  signs -1 +1 +1: 0.647955 eV
  signs -1 +1 -1: 0.222756 eV
  signs -1 -1 +1: 0.138005 eV
  signs -1 -1 -1: 0.235365 eV
eight-point G there -154.125 eV/A^3
box mean of E123 there -154.125 eV/A^3
two-point value there 12.801 eV/A^3
shift of G, offset 0.02 A in Q1, h=0.02 A: -0.1578 eV/A^3
energy error bound 1.0e-04 eV; best h 0.0520 A
best h from direct scan 0.0520 A
total error bound at best h 1.780 eV/A^3
random error of G at 0.10 A, sigma=1e-4 eV: 0.0354 eV/A^3
lattice relaxation change at h=0.10 A: 7.137 eV/A^3
lattice relaxation change at h=0.04 A: 1.125 eV/A^3
lattice relaxation change at h=0.02 A: 0.281 eV/A^3
gamma change for 1% expansion 20.416 eV/A^3
gamma with range 0.33 A: -209.342 eV/A^3
one-oxygen spring constant 17.41 eV/A^2
oxygen rms per axis at 300 K 0.0474 A
thermal change of gamma at 300 K -2.659 eV/A^3
polarization at Q1=0.10 A: 19.3 uC/cm2
unscreened depolarizing energy at Q1=0.10 A: 1.746 eV
G change, 1 MV/cm and linear dipole: 0.0e+00 eV/A^3
G change, added dipole b=1 e/A: -21.826 eV/A^3
```
